# Why Interstitial Iron in Silicon Has a Donor but No Gap Acceptor: test program

```python
# Result under test: for interstitial Fe in Si (neutral = d8, t2 below e)
#   E(-/0) - E(0/+) = D + A + 4B - d,
#   d = sqrt(h^2 + 36 B^2) - h,  h = (9B + D)/2,
# so the acceptor level lies above the conduction edge.
# A, B, C: effective Racah parameters; D: energy of e minus energy of t2 (eV).
# Independent road: full diagonalization of the d shell (10 spin orbitals),
# with the repulsion built from Slater integrals and angular integrals.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from sympy.physics.wigner import gaunt

# ---------- operators in the 1024-dimensional Fock space ----------
UP, DOWN = 0, 1
MS = range(-2, 3)


def orb(m, s):
    return 2 * (m + 2) + s


def annihilator(i):
    out = sp.identity(1, format="csr")
    for j in range(10):
        if j < i:
            f = np.diag([1.0, -1.0])
        elif j == i:
            f = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            f = np.eye(2)
        out = sp.kron(out, sp.csr_matrix(f), format="csr")
    return out


a = [annihilator(i) for i in range(10)]
adag = [x.T.tocsr() for x in a]


def one_body(h):
    out = sp.csr_matrix((1024, 1024))
    for i in range(10):
        for j in range(10):
            if abs(h[i, j]) > 1e-14:
                out = out + h[i, j] * (adag[i] @ a[j])
    return out


# angular integrals c^k(m1, m2) for d orbitals
ang = {}
for k in (0, 2, 4):
    ang[k] = np.zeros((5, 5))
    for m1 in MS:
        for m2 in MS:
            if abs(m1 - m2) <= k:
                g = float(gaunt(2, k, 2, -m1, m1 - m2, m2))
                ang[k][m1 + 2, m2 + 2] = (
                    (-1) ** m1 * np.sqrt(4 * np.pi / (2 * k + 1)) * g)

repulsion = {k: sp.csr_matrix((1024, 1024)) for k in (0, 2, 4)}
for m1, m2, m3 in itertools.product(MS, MS, MS):
    m4 = m1 + m2 - m3
    if abs(m4) > 2:
        continue
    for s, t in itertools.product((UP, DOWN), repeat=2):
        i, j = orb(m1, s), orb(m2, t)
        p, q = orb(m3, s), orb(m4, t)
        if i == j or p == q:
            continue
        term = (adag[i] @ adag[j]) @ (a[q] @ a[p])
        for k in (0, 2, 4):
            v = ang[k][m1 + 2, m3 + 2] * ang[k][m4 + 2, m2 + 2]
            if abs(v) > 1e-14:
                repulsion[k] = repulsion[k] + 0.5 * v * term

# projector on the e orbitals: z2 and x2-y2
proj_e = np.zeros((5, 5))
proj_e[2, 2] = 1.0
for m1 in (-2, 2):
    for m2 in (-2, 2):
        proj_e[m1 + 2, m2 + 2] = 0.5
number_e = one_body(np.kron(proj_e, np.eye(2)))
number = one_body(np.eye(10))

h_so = np.zeros((10, 10))
h_plus = np.zeros((10, 10))
h_z = np.zeros((10, 10))
for m in MS:
    h_so[orb(m, UP), orb(m, UP)] = 0.5 * m
    h_so[orb(m, DOWN), orb(m, DOWN)] = -0.5 * m
    h_z[orb(m, UP), orb(m, UP)] = 0.5
    h_z[orb(m, DOWN), orb(m, DOWN)] = -0.5
    h_plus[orb(m, UP), orb(m, DOWN)] = 1.0
    if m < 2:
        x = 0.5 * np.sqrt(6 - m * (m + 1))
        h_so[orb(m + 1, DOWN), orb(m, UP)] = x
        h_so[orb(m, UP), orb(m + 1, DOWN)] = x
s_plus, s_z = one_body(h_plus), one_body(h_z)
spin_squared = s_plus.T.tocsr() @ s_plus + s_z @ s_z + s_z

# ---------- blocks of fixed electron number ----------
counts = np.rint(number.diagonal()).astype(int)
block = {}
for n in (2, 6, 7, 8, 9):
    ix = np.where(counts == n)[0]

    def cut(op):
        return op.tocsr()[ix][:, ix].toarray()

    block[n] = dict(r0=cut(repulsion[0]), r2=cut(repulsion[2]),
                    r4=cut(repulsion[4]), ne=cut(number_e),
                    so=cut(one_body(h_so)), s2=cut(spin_squared))


def hamiltonian(n, par, zeta=0.0):
    A, B, C, D = par
    b = block[n]
    f0, f2, f4 = A + 1.4 * C, 49 * B + 7 * C, 12.6 * C
    field = D * (b["ne"] - 0.4 * n * np.eye(len(b["ne"])))
    return (f0 * b["r0"] + f2 * b["r2"] + f4 * b["r4"]
            + field + zeta * b["so"])


def energy(n, par, zeta=0.0):
    return np.linalg.eigvalsh(hamiltonian(n, par, zeta))[0]


def separation(n, par, zeta=0.0):
    """acceptor level minus donor level when the neutral atom is d^n"""
    return (energy(n + 1, par, zeta) + energy(n - 1, par, zeta)
            - 2 * energy(n, par, zeta))


def ground(n, par):
    """degeneracy, spin S and number of e electrons of the ground level"""
    w, v = np.linalg.eigh(hamiltonian(n, par))
    v = v[:, w < w[0] + 1e-8]
    g = v.shape[1]
    s2 = np.trace(v.T @ block[n]["s2"] @ v) / g
    ne = np.trace(v.T @ block[n]["ne"] @ v) / g
    return g, (np.sqrt(1 + 4 * s2) - 1) / 2, ne


def spin_levels(n, par, spin):
    """energies of the states with total spin S; others are pushed away"""
    s2 = block[n]["s2"]
    dev = s2 - spin * (spin + 1) * np.eye(len(s2))
    return np.linalg.eigvalsh(hamiltonian(n, par) + 100 * dev @ dev)


def configuration_energy(n, ne, par):
    """lowest energy with exactly ne electrons in e, no mixing"""
    w, v = np.linalg.eigh(block[n]["ne"])
    v = v[:, abs(w - ne) < 1e-8]
    return np.linalg.eigvalsh(v.T @ hamiltonian(n, par) @ v)[0]


def mixing(par):
    A, B, C, D = par
    h = (9 * B + D) / 2
    return np.sqrt(h * h + 36 * B * B) - h


# ---------- tests of the formulas against diagonalization ----------
A, B, C, D = base = (0.50, 0.05, 0.20, 0.70)
tol = 1e-8
for par in (base, (1.0, 0.10, 0.45, 0.90), (0.3, 0.04, 0.18, 0.30)):
    pa, pb, pc, pd = par
    d = mixing(par)
    assert abs(separation(8, par) - (pd + pa + 4 * pb - d)) < tol
    assert abs(separation(7, par) - (pa - 5 * pb + 2 * d)) < tol
    # same separation without configuration mixing, t2 or e electron removed
    e8 = configuration_energy(8, 2, par)
    e9 = configuration_energy(9, 3, par)
    from_t2 = e9 + configuration_energy(7, 2, par) - 2 * e8
    from_e = e9 + configuration_energy(7, 1, par) - 2 * e8
    assert abs(from_t2 - (pd + pa + 4 * pb)) < tol
    assert abs(from_e - (pa + 8 * pb + 4 * pc)) < tol
    # the splitting is the first spin-conserving excitation of d8
    trip = spin_levels(8, par, 1.0)
    assert abs(trip[3] - trip[0] - pd) < 1e-7
    # inverted field, and no field
    inverted = (pa, pb, pc, -pd)
    assert abs(separation(8, inverted) - (pa - 5 * pb + 2 * d)) < tol
    free = (pa, pb, pc, 0.0)
    assert abs(separation(8, free) - (pa + pb)) < tol
    assert abs(separation(7, free) - (pa + pb)) < tol
    mean_pair = np.mean(np.linalg.eigvalsh(hamiltonian(2, free)))
    assert abs(mean_pair - (pa - 14 * pb / 9 + 7 * pc / 9)) < tol

# ---------- worked example ----------
gap, gap_cold, donor, T = 1.12, 1.17, 0.38, 300.0
kT = const.k * T / const.e
states = {n: ground(n, base) for n in (7, 8, 9)}
assert [states[n][0] for n in (7, 8, 9)] == [12, 3, 4]
assert np.allclose([states[n][1] for n in (7, 8, 9)], [1.5, 1.0, 0.5])
assert abs(states[8][2] - 2) < tol and abs(states[9][2] - 3) < tol

sep8, sep7 = separation(8, base), separation(7, base)
acceptor = donor + sep8
margin = acceptor - gap
assert margin > 0


def spin_gap(x):
    par = (A, B, C, x)
    return spin_levels(7, par, 0.5)[0] - spin_levels(7, par, 1.5)[0]


low_spin_cost = spin_gap(D)
assert low_spin_cost > 0
sep_from_e = sep8 + low_spin_cost

d_min = brentq(lambda x: separation(8, (A, B, C, x)) - (gap - donor),
               0.01, D)
d_max = brentq(spin_gap, 0.5, 1.5)
assert d_min < D < d_max

# counterfactual cases, donor level held fixed
acc_nofield = donor + separation(8, (A, B, C, 0.0))
acc_inverted = donor + separation(8, (A, B, C, -D))
u_mean = np.mean(np.linalg.eigvalsh(hamiltonian(2, (A, B, C, 0.0))))
blind = (u_mean, 0.0, 0.0, D)
acc_blind = donor + separation(8, blind)
ne_blind = ground(7, blind)[2]
acc_f0 = donor + separation(8, (A + 1.4 * C, 0.0, 0.0, D))
assert abs(ne_blind - 1) < tol
assert max(acc_nofield, acc_inverted, acc_blind) < gap

# neglected effects
zeta = 0.05
so_shift = separation(8, base, zeta) - sep8
relax = 0.10
corners = [separation(8, tuple(np.array(base) * np.array(f)))
           for f in itertools.product((0.7, 1.3), repeat=4)]
worst = donor + min(corners) - gap
after = margin + so_shift - 2 * relax - (gap_cold - gap)
all_bad = worst + so_shift - 2 * relax - (gap_cold - gap)
assert worst > 0 and after > 0

# charge-state ratios and the doping needed to reach the resonance
fermi_n, fermi_p = gap - 0.20, 0.20
ratio_minus = (states[9][0] / states[8][0]
               * np.exp(-(acceptor - fermi_n) / kT))
ratio_plus = (states[7][0] / states[8][0]
              * np.exp((donor - fermi_p) / kT))
mass = 1.08
Nc = 2 * (2 * np.pi * mass * const.m_e * const.k * T
          / const.h ** 2) ** 1.5 * 1e-6
eta = margin / kT
# substitution x = y^2 removes the square root at the band edge
integral = quad(lambda y: 2 * y * y / (np.exp(y * y - eta) + 1),
                0, np.sqrt(eta + 40), limit=200)[0]
n_need = Nc * 2 / np.sqrt(np.pi) * integral
sommerfeld = (Nc * 4 / (3 * np.sqrt(np.pi)) * eta ** 1.5
              * (1 + np.pi ** 2 / (8 * eta ** 2)))
assert abs(n_need / sommerfeld - 1) < 1e-3

print("INPUTS (levels measured from valence edge)")
print(f"Racah A, B, C: {A:.2f}, {B:.2f}, {C:.2f} eV")
print(f"e-t2 splitting D: {D:.2f} eV")
print(f"rough gap at 300 K, low T: {gap:.2f}, {gap_cold:.2f} eV")
print(f"rough donor level: {donor:.2f} eV")
print(f"temperature: {T:.0f} K, kT = {kT:.5f} eV")
print("GROUND STATES (degeneracy, spin, e electrons)")
for n, name in ((7, "Fe+"), (8, "Fe0"), (9, "Fe-")):
    g, s, ne = states[n]
    print(f"{name} d{n}: {g}, {s:.1f}, {ne:.3f}")
print("LEVELS")
print(f"mixing energy d of Fe+: {mixing(base):.4f} eV")
print(f"acceptor minus donor, neutral d8: {sep8:.3f} eV")
print(f"acceptor minus donor, neutral d7: {sep7:.3f} eV")
print(f"extra step from closing t2 down: {sep8 - sep7:.3f} eV")
print(f"acceptor position: {acceptor:.3f} eV")
print(f"acceptor above conduction edge: {margin:.3f} eV")
print(f"donor to conduction edge: {gap - donor:.2f} eV")
print(f"second donor position: {donor - sep7:.3f} eV")
print(f"low-spin Fe+ above high-spin Fe+: {low_spin_cost:.3f} eV")
print(f"separation if e electron leaves: {sep_from_e:.3f} eV")
print(f"same, single configurations: {A + 8*B + 4*C:.3f} eV")
print(f"smallest D without gap acceptor: {d_min:.3f} eV")
print(f"largest D with high-spin Fe+: {d_max:.3f} eV")
print("COUNTERFACTUAL ACCEPTOR POSITIONS")
print(f"no crystal field: {acc_nofield:.3f} eV")
print(f"inverted crystal field: {acc_inverted:.3f} eV")
print(f"mean pair repulsion: {u_mean:.3f} eV")
print(f"spin-blind, mean repulsion: {acc_blind:.3f} eV")
print(f"e electrons in spin-blind d7: {ne_blind:.3f}")
print(f"spin-blind, F0 kept: {acc_f0:.3f} eV")
print("NEGLECTED EFFECTS")
print(f"assumed spin-orbit constant: {zeta:.2f} eV")
print(f"spin-orbit shift of separation: {so_shift:.4f} eV")
print(f"assumed relaxation, Fe+ and Fe- each: {relax:.2f} eV")
print(f"margin after these and low-T gap: {after:.3f} eV")
print(f"worst margin, parameters +-30%: {worst:.3f} eV")
print(f"all adverse effects together: {all_bad:.3f} eV")
print("CHARGE STATES AT 300 K")
print(f"n-type Fermi level: {fermi_n:.2f} eV")
print(f"ratio Fe-/Fe0 there: {ratio_minus:.2e}")
print(f"p-type Fermi level: {fermi_p:.2f} eV")
print(f"ratio Fe+/Fe0 there: {ratio_plus:.2e}")
print(f"rough density-of-states mass: {mass:.2f} m_e")
print(f"conduction-band density Nc: {Nc:.2e} cm^-3")
print(f"density to reach resonance: {n_need:.2e} cm^-3")
print("finished without a failed check")
```

Output:

```
INPUTS (levels measured from valence edge)
Racah A, B, C: 0.50, 0.05, 0.20 eV
e-t2 splitting D: 0.70 eV
rough gap at 300 K, low T: 1.12, 1.17 eV
rough donor level: 0.38 eV
temperature: 300 K, kT = 0.02585 eV
GROUND STATES (degeneracy, spin, e electrons)
Fe+ d7: 12, 1.5, 2.057
Fe0 d8: 3, 1.0, 2.000
Fe- d9: 4, 0.5, 3.000
LEVELS
mixing energy d of Fe+: 0.0736 eV
acceptor minus donor, neutral d8: 1.326 eV
acceptor minus donor, neutral d7: 0.397 eV
extra step from closing t2 down: 0.929 eV
acceptor position: 1.706 eV
acceptor above conduction edge: 0.586 eV
donor to conduction edge: 0.74 eV
second donor position: -0.017 eV
low-spin Fe+ above high-spin Fe+: 0.266 eV
separation if e electron leaves: 1.593 eV
same, single configurations: 1.700 eV
smallest D without gap acceptor: 0.162 eV
largest D with high-spin Fe+: 0.971 eV
COUNTERFACTUAL ACCEPTOR POSITIONS
no crystal field: 0.930 eV
inverted crystal field: 0.777 eV
mean pair repulsion: 0.578 eV
spin-blind, mean repulsion: 0.958 eV
e electrons in spin-blind d7: 1.000
spin-blind, F0 kept: 1.160 eV
NEGLECTED EFFECTS
assumed spin-orbit constant: 0.05 eV
spin-orbit shift of separation: -0.0511 eV
assumed relaxation, Fe+ and Fe- each: 0.10 eV
margin after these and low-T gap: 0.285 eV
worst margin, parameters +-30%: 0.189 eV
all adverse effects together: -0.113 eV
CHARGE STATES AT 300 K
n-type Fermi level: 0.92 eV
ratio Fe-/Fe0 there: 8.19e-14
p-type Fermi level: 0.20 eV
ratio Fe+/Fe0 there: 4.23e+03
rough density-of-states mass: 1.08 m_e
conduction-band density Nc: 2.82e+19 cm^-3
density to reach resonance: 2.29e+21 cm^-3
finished without a failed check
```
